# Why stress-free walls between tetragonal variants lie on (101) or (10-1)

## The choice of supercell

To compute the energy of a wall between two tetragonal domains, one builds a periodic cell with alternating layers and increases the layer thickness $h$ until the excess energy per wall area settles. Before any of this, a wall plane must be chosen. If the walls carry no unscreened charge, but the layers carry a stress that does not fade away from the wall, the excess is

$$
E_{\rm excess}/\text{area}=\gamma+Wh ,
$$

where $\gamma$ is the local wall energy and $W$ the mean elastic energy density. This converges to $\gamma$ only if $W=0$. For long axes along $x$ and $z$, two planes allow that: $(101)$ and $(10\bar1)$.

The model is linear elasticity with a positive definite stiffness $C$, a sharp coherent wall and no dislocations. Indices and axes refer to the cubic parent. The elastic equations are the same in atomic units as in any other consistent units. The worked numbers use nm and eV, so stress and energy density are both in eV/nm³.

## First contribution: the spontaneous strain

Let $a$ and $c$ be the short and long tetragonal axes. I take as parent a cube of equal volume, with edge $a_0=(a^2c)^{1/3}$. The axial strains are $e_a=a/a_0-1$ and $e_c=c/a_0-1$, and the two variants have

$$
e_x=\mathrm{diag}(e_c,e_a,e_a),\qquad e_z=\mathrm{diag}(e_a,e_a,e_c).
$$

Their difference is

$$
\Delta e=e_x-e_z=s\,\mathrm{diag}(1,0,-1),\qquad s=e_c-e_a=\frac{c-a}{a_0}.
$$

The common strain along $y$ has cancelled. What remains is an extension along $x$ and an equal contraction along $z$.

For the example I take rough values in the regime of lead titanate at room temperature, $a=0.390$ nm and $c=0.415$ nm. Then $a_0=0.3982$ nm and $s=0.025/0.3982=0.0628$.

## Second contribution: continuity selects the planes

Suppose both sides are free of stress. Since $C$ is positive definite, zero stress means zero elastic strain, so the total strain on each side equals its spontaneous strain and is constant. The local rotation $w_{ij}=(\partial_ju_i-\partial_iu_j)/2$ is then constant too, because

$$
\partial_k w_{ij}=\partial_j\varepsilon_{ik}-\partial_i\varepsilon_{jk}=0 .
$$

Each side therefore has a constant displacement gradient, $H_x=e_x+w_x$ or $H_z=e_z+w_z$.

The displacement must agree on both sides of the wall. Differentiating that equality along any direction $t$ in the wall gives $(H_x-H_z)t=0$. A matrix that annihilates every vector perpendicular to the unit normal $n$ acts on $n$ alone, so

$$
H_x-H_z=b\,n^{\mathsf T},\qquad b=(H_x-H_z)n .
$$

Taking the symmetric part removes the rotations:

$$
\Delta e=\tfrac12\left(b\,n^{\mathsf T}+n\,b^{\mathsf T}\right).
$$

Now put a wall vector $t$ on both sides of this equation. Since $n\cdot t=0$, the right side vanishes, and

$$
0=t^{\mathsf T}\Delta e\,t=s(t_x^2-t_z^2)=s(t_x-t_z)(t_x+t_z).
$$

This must hold for every $t$ in the wall. The product vanishes on the two planes $x=z$ and $x=-z$ and nowhere else. A plane through the origin contained in the union of two planes must be one of them. Their normals are $[10\bar1]$ and $[101]$, so no other wall is possible.

Physically, the condition says that every line drawn in the wall must have the same length in both variants. The direction $y$ satisfies it because both variants have the short axis there. Within the $xz$ plane, a line satisfies it when it takes equal shares of the long and the short axis, which happens on the two diagonals.

The argument also excludes curved stress-free walls between two connected domains. The difference of the two displacements is a constant plus $(H_x-H_z)r$. The points where it vanishes form a flat set, and a wall surface inside that set is planar.

## Third contribution: rotation completes the fit

It remains to show that both planes work. For $n=(1,0,1)/\sqrt2$ choose $b=\sqrt2\,s(1,0,-1)$. Then

$$
b\,n^{\mathsf T}=s\begin{pmatrix}1&0&1\\0&0&0\\-1&0&-1\end{pmatrix}
=\Delta e+s\begin{pmatrix}0&0&1\\0&0&0\\-1&0&0\end{pmatrix}.
$$

The first term is the required strain difference. The second sends $r$ to $s(z,0,-x)=s\,\hat y\times r$, which is a rotation of the $x$ variant relative to the $z$ variant by the angle $s$ about $+y$. For $n=(1,0,-1)/\sqrt2$ and $b=\sqrt2\,s(1,0,1)$ the symmetric part is again $\Delta e$, and the rotation is reversed.

The rotation costs no elastic energy, yet the fit needs it. A calculation that forbids it, for instance by holding the lattice axes of both layers parallel, puts stress back into a compatible wall. In the example the angle is $0.0628$ rad, or $3.60^\circ$.

**What finite strain changes.** Let $U_x=\mathrm{diag}(c,a,a)/a_0$ and $U_z=\mathrm{diag}(a,a,c)/a_0$ be the full stretches. Equal lengths of all wall lines now require

$$
0=a_0^2\left(|U_xt|^2-|U_zt|^2\right)=(c^2-a^2)(t_x^2-t_z^2).
$$

The factor in front has changed, but the planes have not. Hence the small-strain limit is not what selects them, provided the indices refer to the undeformed parent.

The rotation does change. The wall vector $(1,0,-1)$ becomes parallel to $(c,0,-a)$ in one variant and to $(a,0,-c)$ in the other. These lie below the $x$ axis by $\arctan(a/c)$ and $\arctan(c/a)$, so the angle between them is

$$
\phi=\arctan\frac ca-\arctan\frac ac=2\arctan\frac ca-\frac\pi2 ,
$$

where $\arctan(a/c)=\pi/2-\arctan(c/a)$ was used. The example gives $3.56^\circ$, so the small-strain angle is about 1% too large relative to the finite-strain one. In a film whose plane is the $xy$ plane of the $z$ variant, the wall meets the film plane at $\arctan(0.415/0.390)=46.8^\circ$ and not at $45^\circ$.

## Fourth contribution: the energy of an incompatible wall

Consider a periodic stack with fraction $f$ of the $x$ variant. Its mean strain is free, it does not bend, and both variants have the same stiffness. Let $\eta_x$ and $\eta_z$ be the elastic strains, uniform in each layer. Define

$$
m=f\eta_x+(1-f)\eta_z,\qquad d=\eta_x-\eta_z ,
$$

so that $\eta_x=m+(1-f)d$ and $\eta_z=m-fd$. In the energy density

$$
W=\tfrac12 f\,\eta_x{:}C{:}\eta_x+\tfrac12(1-f)\,\eta_z{:}C{:}\eta_z
$$

the cross terms are $+f(1-f)\,m{:}C{:}d$ and $-f(1-f)\,m{:}C{:}d$, which cancel. The coefficient of $\tfrac12 d{:}C{:}d$ is $f(1-f)^2+(1-f)f^2=f(1-f)$. Thus

$$
W=\tfrac12\,m{:}C{:}m+\tfrac12 f(1-f)\,d{:}C{:}d .
$$

The free mean strain makes $m=0$. Continuity fixes the total strain difference to the form found above, so

$$
d=\tfrac12(bn^{\mathsf T}+nb^{\mathsf T})-\Delta e ,
$$

with $b$ still to be chosen. Varying $b$ changes $d{:}C{:}d$ by $2\,\delta b\cdot(C{:}d)n$, so the minimum has $(C{:}d)n=0$: the traction is continuous. With

$$
A_{ik}=C_{ijkl}n_jn_l,\qquad p=(C{:}\Delta e)n ,
$$

this condition reads $Ab=p$. In $d{:}C{:}d$ the part of the first factor containing $b$ gives $b\cdot(C{:}d)n=0$, which leaves $-\Delta e{:}C{:}d$. Therefore

$$
B(n)=\min_b d{:}C{:}d=\Delta e{:}C{:}\Delta e-p\cdot A^{-1}p,\qquad W=\tfrac12f(1-f)B(n).
$$

The layer stresses are

$$
\sigma_x=(1-f)\,C{:}d,\qquad \sigma_z=-f\,C{:}d .
$$

They are constant inside the layers and have continuous traction, so they are in equilibrium. Because the elastic energy is convex, no non-uniform relaxation under the same conditions can lower it. Neither stress depends on the distance from the wall, and this is the sense in which the stress is long-range.

If $B=0$, positive definiteness gives $d=0$, which is the compatibility condition again. For an isolated wall in a free plate, bending can alter the stress pattern, but the zero-stress argument still applies: an incompatible wall leaves some stress somewhere.

## Weighing the wall orientations

Let the stiffness be cubic, with rounded moduli $C_{11}=1200$, $C_{12}=600$ and $C_{44}=500$ eV/nm³, and let $f=1/2$.

**The (001) wall.** The vector $b$ cannot alter strain components lying in the wall, so $d_{xx}=-s$ and $d_{yy}=d_{xy}=0$. Zero normal traction requires $C_{12}d_{xx}+C_{11}d_{zz}=0$, hence $d_{zz}=sC_{12}/C_{11}$. Then

$$
B_{001}=d_{xx}(C_{11}d_{xx}+C_{12}d_{zz})=s^2\left(C_{11}-\frac{C_{12}^2}{C_{11}}\right).
$$

The bracket is $1200-300=900$ eV/nm³, so $B_{001}=3.55$ eV/nm³ and $W=B_{001}/8=0.444$ eV/nm³. This is 0.028 eV per parent cell. The stress in the $x$ variant is

$$
\sigma_{xx}=-\tfrac12(0.0628)(900)=-28.3\ \text{eV/nm}^3=-4.5\ \text{GPa}.
$$

It is compressive, because the neighbouring layers hold the long axis short. The $z$ variant has the opposite stress.

**The (010) wall.** Both mismatched axes now lie in the wall: $d_{xx}=-s$ and $d_{zz}=s$. Their effects on the normal traction cancel, so $d_{yy}=0$ and

$$
B_{010}=2s^2(C_{11}-C_{12})=4.73\ \text{eV/nm}^3 .
$$

This is a third more than for $(001)$.

**Walls between (001) and (101).** Take $n=(\sin\theta,0,\cos\theta)$ and the wall line $t=(\cos\theta,0,-\sin\theta)$. The mismatch along $t$ is $s\cos2\theta$, and the other in-plane components vanish, so

$$
B=s^2\cos^2(2\theta)\,Q(\theta),
$$

where $Q$ is the stiffness against stretching along $t$ with zero traction on the wall and no strain along $y$. At $\theta=30^\circ$ the mismatch is halved and its square is a quarter. The energy is $W=0.143$ eV/nm³, more than a quarter of the $(001)$ value, because $Q$ has risen from 900 to about 1160 eV/nm³.

**Small tilts from (101).** For $\theta=45^\circ+\delta$ the mismatch along $t$ is $-s\sin2\delta\approx-2s\delta$. To leading order the stiffness can be taken at $45^\circ$. There, stretching along $t$ or $n$ has modulus $L=(C_{11}+C_{12})/2+C_{44}=1400$ eV/nm³, and the two are coupled by $M=(C_{11}+C_{12})/2-C_{44}=400$ eV/nm³. Removing the normal stress as before gives

$$
B\approx4s^2\delta^2\left(L-\frac{M^2}{L}\right),
$$

with a bracket of 1286 eV/nm³.

If the normal is tilted toward $y$ instead, the wall contains $t=(1,0,-1)/\sqrt2$ and $t'=(-\sin\delta/\sqrt2,\cos\delta,-\sin\delta/\sqrt2)$. The stretches $t^{\mathsf T}\Delta e\,t$ and $t'^{\mathsf T}\Delta e\,t'$ both vanish, but the shear $t^{\mathsf T}\Delta e\,t'=-s\sin\delta$ does not. A shear component $d_{tt'}$ contributes $4C_{44}d_{tt'}^2$, so

$$
B\approx4s^2\delta^2C_{44}.
$$

For these moduli a tilt toward $y$ costs $500/1286\approx0.39$ of an equal tilt within the $xz$ plane. Both costs are quadratic: a slightly misoriented wall has a small energy density, but one that still multiplies the layer thickness.

A finite-element relaxation of equal-fraction stacks checks this picture without assuming uniform layers. It used a periodic mesh of $8\times8$ cells, each split into two triangles, with free mean strain. For $(001)$ it reproduced $W=0.444$ eV/nm³ and a stress uniform within each layer to rounding error. For $(101)$ the energy and stress vanished to rounding error.

## Weighing what the elastic model leaves out

**Local wall energy.** Take a rough $\gamma=0.2$ eV/nm², assumed the same for both orientations, with any wall charge screened. For $(001)$ layers, $Wh=\gamma$ at $h=0.2/0.444=0.45$ nm, about one cell. At $h=10$ nm the elastic term is 4.4 eV/nm², some twenty times $\gamma$. A continuum estimate is crude at one cell. The comparison at 10 nm does not rest on that, but it does assume that the spontaneous strain stays fixed.

**Unequal moduli.** A tetragonal crystal need not be equally stiff along its long and short axes. Lowering the long-axis modulus to a rough 650 eV/nm³, with the others fixed, reduces the $(001)$ energy from 0.444 to 0.202 eV/nm³. The $(101)$ energy stays zero to rounding error, as it must: the zero-stress argument never compared the two stiffnesses.

**Tetragonality.** With fixed moduli, $W$ scales as $s^2$. If heating lowers $c/a$ to 1.02 at the same parent volume, $s$ falls to 0.0199 and the $(001)$ energy to 0.044 eV/nm³, a tenth of its former value. The compatible planes stay the same as long as $s\ne0$. At $s=0$ the variants coincide and the selection disappears.

**Polarization.** Elasticity treats the two planes alike, but bound charge need not. Let the polarizations be $P\hat x$ and $P\hat z$ with a rough $P=75$ µC/cm². The wall charge has magnitude $|P(1,0,-1)\cdot n|$. It is zero on $(101)$ and $\sqrt2P=106$ µC/cm² on $(10\bar1)$. Reversing one polarization exchanges these two planes. The $(001)$ wall, weighed above by its elastic energy alone, carries $P=75$ µC/cm² either way.

An unscreened charged sheet of density $\sigma_b$ produces a field $2\pi\sigma_b/\varepsilon_r$ in atomic units, or $\sigma_b/(2\varepsilon_0\varepsilon_r)$ in SI. With a rough, isotropic $\varepsilon_r=100$ this is 6 MV/cm for the charged $(10\bar1)$ wall, above a rough breakdown field of 1 MV/cm. The number is not a field that a real wall would carry: at this strength the linear response would cancel nearly all of the polarization normal to the wall. It shows that the assumed polarizations cannot persist without screening charge, so a supercell calculation should normally start from the neutral plane.

**The substrate.** A compatible wall removes the stress caused by the wall, not the misfit with a substrate. Let the film normal be $z$ and the substrate spacing 0.3905 nm. Along $x$, the mean misfit can be taken up by mixing the variants. Along $y$, both have the short axis, so an elastic strain $\epsilon=0.3905/0.390-1=0.0013$ remains. With zero mean stress along $x$ and $z$, the relevant modulus is

$$
Y=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}}=800\ \text{eV/nm}^3 ,
$$

and the remaining stress is 1.0 eV/nm³. This is a few per cent of the 28 eV/nm³ of the $(001)$ stack. The stretch along $y$ contracts the film along $x$ by $\nu\epsilon$, with $\nu=C_{12}/(C_{11}+C_{12})=1/3$. The required fraction of $x$ variant follows from $f(c-a)/a=(1+\nu)\epsilon$, which gives $f=0.027$. These values hang on the fourth digit of $a$: taking $a=0.3904$ nm lowers the stress to 0.2 eV/nm³ and $f$ to 0.005, while $a=0.3895$ nm doubles both. Only their smallness carries over. The equal-fraction stack used above is therefore a free stack, not a model of this clamped film. Local stresses where the walls meet the substrate are not included.

## How far the numbers carry over

The lattice parameters and moduli are rough values for lead titanate, and its large tetragonality makes the contrast between walls strong. The stress of the $(001)$ stack is an estimate only. It requires elastic strains of about $s/2=3\%$, where linear elasticity is an extrapolation, and it holds the spontaneous strain fixed although a real ferroelectric can change its polarization under load. That change can be decisive. In a Landau model of lead titanate, the ferroelectric state gains only about as much energy per volume as the $(001)$ stack stores, so the stored energy is large enough to change the polarization itself. In such a model, with uniform layers, screened charge and no gradient energy, a $(001)$ stack free to rotate its polarization relaxes to a single domain instead of keeping its walls. Even with the spontaneous strain held fixed, the unequal moduli tried above roughly halve the energy. Defects and cracking could relieve more of it; the model does not say how much.

The selection of planes is more robust, since it uses only the shapes of the two cells and an unbroken wall. It fails as stated if dislocations in the wall take up the mismatch, if a constraint prevents the relative rotation, or if the variants do not share the same length along $y$. The numerical output below lists the main inputs and results; the remaining numbers follow from the formulas above.

## Table of computed values

```
INPUTS: rough lead titanate values
short axis a = 0.390 nm
long axis c = 0.415 nm
C11 = 1200 eV/nm^3
C12 = 600 eV/nm^3
C44 = 500 eV/nm^3
x-variant fraction f = 0.50
COMPATIBILITY
parent edge a0 = 0.39816 nm
short-axis strain = -0.02050
long-axis strain = 0.04229
strain difference s = 0.06279
all compatible normals = [(1, 0, -1), (1, 0, 1)]
small-strain rotation = 3.598 degrees
finite-strain rotation = 3.558 degrees
wall to film plane, c domain = 46.78 degrees
STRESS AND ENERGY
(101) stack energy = 1.3e-29 eV/nm^3
(101) largest stress = 3.5e-13 eV/nm^3
B for (001) = 3.5482 eV/nm^3
B for (010) = 4.7309 eV/nm^3
(001) stack energy = 0.4435 eV/nm^3
(001) energy per parent cell = 0.0280 eV
30-degree wall energy = 0.1431 eV/nm^3
(001) x-layer stress xx = -28.25 eV/nm^3
same stress converted = -4.53 GPa
(001) x-layer stress yy = -9.42 eV/nm^3
(001) z-layer stress xx = 28.25 eV/nm^3
stress spread within layers = 1.6e-12 eV/nm^3
mesh shift, 8 to 12 = 5.6e-17 eV/nm^3
tilt modulus within xz = 1285.7 eV/nm^3
lowest scan energy beyond 5 deg = 0.01020 eV/nm^3
NEGLECTED EFFECTS: rough inputs
long-axis modulus = 650 eV/nm^3
(001) energy, unequal moduli = 0.2018 eV/nm^3
(101) energy, unequal moduli = 3.3e-29 eV/nm^3
heated c/a = 1.02
heated s = 0.01987
heated (001) energy, fixed moduli = 0.0444 eV/nm^3
wall energy = 0.20 eV/nm^2
thickness storing equal energy = 0.45 nm
substrate spacing = 0.3905 nm
x-variant fraction on substrate = 0.0267
remaining yy clamp stress = 1.03 eV/nm^3
polarization = 75 uC/cm2
relative permittivity = 100
bound charge on (101) = 0.0 uC/cm2
bound charge on (10-1) = 106.1 uC/cm2
unscreened field at (10-1) = 5.99 MV/cm
rough breakdown field = 1.0 MV/cm
```
